# Hartree-Fock compression of impurity charge states in the Haldane-Anderson model

## What symmetry fixes

Model a transition-metal impurity by $N=10$ equivalent d spin-orbitals, and let each pair of electrons in them repel with the same energy $U$. Let the orbitals mix with the bands of a host. A one-electron level in the gap then has only a fraction $Z$ of its weight on the impurity, and filling it changes the d occupation directly by $Z$. Let $s$ be the dimensionless product of $U$ and the amount by which one orbital's d occupation falls per unit rise of its energy.

The repulsion matrix $U(1-\delta_{ij})$ is unchanged by permutations of the orbitals. It therefore has two eigenvalues: $(N-1)U$ for the uniform mode, and $-U$ for the $N-1$ modes in which the occupations change at fixed sum. Linear response of equal orbitals divides each eigenvalue by one plus itself times $s/U$:

$$\lambda_u=\frac{(N-1)U}{1+(N-1)s},\qquad \lambda_r=\frac{-U}{1-s}.$$

A matrix of this symmetry has off-diagonal element $(\lambda_u-\lambda_r)/N$. Two factors $Z$ convert d occupations into level fillings and d energies into level energies, so the interaction between two added electrons must be

$$U_{\rm eff}=\frac{Z^2}{N}(\lambda_u-\lambda_r)=\frac{UZ^2}{(1-s)\,[1+(N-1)s]}. \qquad (1)$$

The numerator of the sum is $(N-1)(1-s)+1+(N-1)s=N$, which cancels the $N$ below. The theorem extends (1) to unequal orbitals and finite changes of filling.

## Model and theorem

Energies are in eV, measured from midgap. Each spin-orbital $i$ couples to its own symmetry-adapted band channel:

$$H=\sum_i\Big[E_d n_i+\sum_k\varepsilon_k c^\dagger_{ik}c_{ik}+\sum_k V_k(d_i^\dagger c_{ik}+{\rm h.c.})\Big]+U\sum_{i<j}n_in_j .$$

The bands are flat: $\sum_k V_k^2\delta(\varepsilon-\varepsilon_k)=\Delta/\pi$ for $g<|\varepsilon|<W$, and zero elsewhere. The gap is $2g$. The Hartree-Fock determinants considered do not mix channels, so $\langle d_i^\dagger d_j\rangle=0$ for $i\ne j$ and each orbital sees

$$E_i=E_d+U(n_T-n_i),\qquad n_T=\sum_j n_j, \qquad (2)$$

where $n_i$ now denotes the mean occupation. An orbital does not repel itself.

Let $f_i\in[0,1]$ be the filling of the gap level in channel $i$. Charge state $p$ has $p$ filled and $N-p$ empty gap levels above a full valence band. Its energy is $\mathcal E(p)$, and $\epsilon_p=\mathcal E(p+1)-\mathcal E(p)$ is an addition energy. Among these states, $p$ is the stable one when the Fermi level lies between $\epsilon_{p-1}$ and $\epsilon_p$.

Let $\chi_i=\partial n_i/\partial E_i$ at fixed $f_i$, and $s_i=U|\chi_i|$.

**Theorem.** Suppose $s_i\le s_{\max}<1$ for all $E_i$ and $f_i$. Then:

(a) every set of fillings has one self-consistent solution;

(b) all $N$ addition energies lie in the gap, $-g<\epsilon_p<g$;

(c) with $z_i=Z_i/(1-s_i)$ and $S=1+\sum_i s_i/(1-s_i)$,

$$\epsilon_{p+1}-\epsilon_p=\int_0^1\!\!\int_0^1\frac{U z_jz_k}{S}\,df_j\,df_k>0, \qquad (3)$$

where $j\neq k$ are the two orbitals being filled.

From (b), the $N-1$ spacings add up to less than $2g$, so their mean is below $2g/(N-1)$ for every $U$ that meets the condition of the theorem. Since $s_i$ is proportional to $U$ at given $E_i$ and $f_i$, the condition sets an upper limit on $U$ for a given hybridisation.

## Lemma 1: one gap level per channel

Eliminating the band amplitudes from the one-electron equations gives $G(\omega)=1/[\omega-E_i-\Sigma(\omega)]$ for the d orbital. In the gap,

$$\Sigma(\omega)=\frac{\Delta}{\pi}\left[\int_{-W}^{-g}\frac{d\varepsilon}{\omega-\varepsilon}+\int_g^W\frac{d\varepsilon}{\omega-\varepsilon}\right]
=\frac{\Delta}{\pi}\ln\frac{(W+\omega)(g-\omega)}{(g+\omega)(W-\omega)}.$$

The first integral is $\ln[(\omega+W)/(\omega+g)]$ and the second is $\ln[(g-\omega)/(W-\omega)]$. Thus $\Sigma\to+\infty$ at the valence edge and $-\infty$ at the conduction edge: each band repels the level.

Since $\Sigma'=-\sum_kV_k^2/(\omega-\varepsilon_k)^2<0$, the function $\omega-\Sigma(\omega)$ rises from $-\infty$ to $+\infty$ across the gap. The equation

$$\omega_i-\Sigma(\omega_i)=E_i \qquad (4)$$

has one root. The residue of $G$ there is the d weight of the level, and differentiating (4) gives the same quantity:

$$Z_i=\frac{1}{1-\Sigma'(\omega_i)}=\frac{d\omega_i}{dE_i}. \qquad (5)$$

For a finite set of band levels, one eigenvalue lies between each neighbouring pair, one below them all and one above. A channel with $N_v$ valence levels therefore keeps $N_v$ states below the gap level, and $f_i$ counts the added charge.

**Remark on counting.** Step edges bind a gap level at any coupling. For $E_i$ far below $-g$, put $\omega_i=-g+\delta$ in (4) with small $\delta$:

$$\delta\simeq2g\,\frac{W-g}{W+g}\,e^{-\pi(|E_i|-g)/\Delta}.$$

At weak coupling such a level clings to the edge and has little meaning. The distances of the addition energies from the edges therefore matter as much as their number.

## Lemma 2: occupation and band energy

Let $F(E_i,f_i)=F_v(E_i)+f_i\omega_i$ be the one-electron energy of a channel, relative to its full valence band without the impurity. The Hellmann-Feynman theorem and (5) give

$$n_i=\frac{\partial F}{\partial E_i}=n_v(E_i)+f_iZ_i. \qquad (6)$$

For $f_i=0$ or 1, $F$ is a minimum over states of an expectation value linear in $E_i$. It is therefore concave, and $\chi_i=\partial^2F/\partial E_i^2\le0$. For fractional $f_i$, $F$ is a weighted mean of the two cases, so the sign persists and the largest $|\chi_i|$ at given $E_i$ occurs at $f_i=0$ or 1.

Both functions can be computed on a vertical line through a point $\mu$ in the gap. Write $G(z)=\sum_a w_a/(z-e_a)$ with $\sum_aw_a=1$. Since $\int_0^\infty x\,dy/(x^2+y^2)=(\pi/2)\,{\rm sgn}\,x$, the d occupation of all states below $\mu$ is

$$n(\mu)=\frac12+\frac1\pi\int_0^\infty{\rm Re}\,G(\mu+iy)\,dy. \qquad (7)$$

For the energy, define $\Omega(\mu)=\sum_{e_a<\mu}(e_a-\mu)-\sum_{\varepsilon_k<\mu}(\varepsilon_k-\mu)$. Use $\min(x,0)=(x-|x|)/2$ and $\int_0^\infty\ln\sqrt{1+x^2/y^2}\,dy=\pi|x|/2$. The terms linear in $x$ give the difference of traces, $E_i-\mu$. The ratio of the determinants with and without the impurity is $\mu+iy-E_i-\Sigma$. Hence

$$\Omega(\mu)=\frac{E_i-\mu}{2}-\frac1\pi\int_0^\infty\ln\left|\frac{\mu+iy-E_i-\Sigma(\mu+iy)}{y}\right|dy .$$

If $\mu<\omega_i$, then $F_v=\Omega$. If $\mu>\omega_i$, the gap level has been included, and $F_v=\Omega+\mu-\omega_i$.

## Lemma 3: total energy and its slope

The sum of $F_i$ contains $E_in_i$ where the Hamiltonian has $E_dn_i$. By (2), $\sum_i(E_i-E_d)n_i=U\sum_{i\ne j}n_in_j$, which is twice the true repulsion. Therefore

$$\mathcal E=\sum_iF(E_i,f_i)-\frac U2\sum_{i\neq j}n_in_j. \qquad (8)$$

Differentiate with respect to $f_k$. The first sum gives $\omega_k+\sum_in_i\,dE_i/df_k$. The second gives $-\sum_in_i\,U\sum_{j\ne i}dn_j/df_k$, which equals $-\sum_in_i\,dE_i/df_k$ by (2). The relaxation terms cancel:

$$\frac{\partial\mathcal E}{\partial f_k}=\omega_k. \qquad (9)$$

## Proof of the theorem

**(a)** Put $C=E_d+Un_T$. Equation (2) becomes $E_i+Un_i(E_i)=C$. Its left side has slope $1-s_i\ge1-s_{\max}>0$ and runs over all real values, because $n_i$ is bounded. So $C$ fixes each $E_i$, and $dn_i/dC=\chi_i/(1-s_i)\le0$.

What remains is $T-\sum_in_i(E_d+UT)=0$, with $n_i$ regarded as a function of $C=E_d+UT$. The left side has slope at least 1, is not positive at $T=0$ and is not negative at $T=N$. It has one root. The slopes do not vanish, so the solution varies smoothly with the fillings.

**(b)** Fill one further level along this smooth branch. By (9), $\epsilon_p=\int_0^1\omega\,df$, and Lemma 1 keeps $\omega$ strictly inside the gap.

**(c)** For small changes, (2) and (6) give $\delta E_i=U(\delta n_T-\delta n_i)$ and $\delta n_i=\chi_i\delta E_i+Z_i\delta f_i$. With $U\chi_i=-s_i$,

$$(1-s_i)\,\delta n_i=-s_i\,\delta n_T+Z_i\,\delta f_i .$$

Divide by $1-s_i$, sum over $i$, and collect $\delta n_T$:

$$S\,\delta n_T=\sum_iz_i\,\delta f_i. \qquad (10)$$

Let only $f_k$ change. For $j\neq k$, $\delta n_j=-s_j\delta n_T/(1-s_j)$, so $\delta n_T-\delta n_j=\delta n_T/(1-s_j)$. With $\delta\omega_j=Z_j\delta E_j$,

$$\frac{\partial\omega_j}{\partial f_k}=\frac{UZ_j}{1-s_j}\,\frac{z_k}{S}=\frac{Uz_jz_k}{S}. \qquad (11)$$

Now hold $p$ levels filled and $N-p-2$ empty, and regard $\mathcal E$ as a function of $f_j,f_k$. By (9), its mixed second derivative is (11). Integration over the unit square gives $\mathcal E(1,1)-\mathcal E(1,0)-\mathcal E(0,1)+\mathcal E(0,0)$. The two middle energies are equal by permutation symmetry, so this is $\epsilon_{p+1}-\epsilon_p$. The integrand is positive. ∎

For equal orbitals $S=[1+(N-1)s]/(1-s)$, and (11) reduces to (1).

**Self term.** For $j=k$, $\delta n_T-\delta n_k=(\delta n_T-Z_k\delta f_k)/(1-s_k)$. Hence $\partial\omega_k/\partial f_k=Uz_k^2/S-UZ_kz_k$. For equal orbitals this is $-(N-1)s\,U_{\rm eff}$: a level sinks as it is filled. A gap eigenvalue is thus not itself an addition energy; the integral over filling is.

## Limits

**No hybridisation.** The atomic energy is $E_dp+Up(p-1)/2$, so $\epsilon_p=E_d+pU$. A gap narrower than $U$ holds at most one addition energy. This limit lies outside the theorem, since the largest value of $|\chi|$ over all $E_i$ grows without bound as $\Delta\to0$.

**Strong hybridisation.** At midgap,

$$\frac1Z=1+\frac{2\Delta}{\pi}\left(\frac1g-\frac1W\right), \qquad (12)$$

so $Z\simeq\pi g/(2\Delta)$ for $g\ll\Delta,W$. To leading order in a small gap and wide bands, $\Sigma(iy)\simeq-i\Delta$. Equation (7) then gives $n\simeq\frac12-\frac1\pi\arctan(E_i/\Delta)$, and $|\chi|\simeq1/(\pi\Delta)$ at $E_i=0$. If also $s\ll1\ll(N-1)s$, (1) becomes

$$U_{\rm eff}\simeq\frac{Z^2}{(N-1)|\chi|}\simeq\frac{\pi^3g^2}{4(N-1)\Delta}.$$

In this regime the atomic $U$ has dropped out.

## Worked example

Take the round model parameters $2g=1$, $W=10$, $U=5$, $\Delta=3$ and $E_d=-22.5$ eV; the hybridisation is strong. A scan over effective energies gives a largest $U|\chi|$ of 0.73, so the condition of the theorem is met numerically.

**Equal orbitals.** With all gap levels half filled, each lies at midgap. Equation (12) gives $1/Z=1+(6/\pi)(2-0.1)=4.63$, or $Z=0.216$. With the computed $s=0.604$,

$$U_{\rm eff}=0.2334\times2.524\times0.1554=0.0916\ {\rm eV}.$$

The factors are $UZ^2$, $1/(1-s)$ and $1/(1+9s)$. Dilution of the level into the host does most of the work. The uniform response screens further, because the d content of the filled states falls when an electron is added. The factor $1/(1-s)$ acts against compression. Finite differences of the self-consistent levels reproduce both this value and the self term, $-0.498$ eV.

**Charge state $p=5$.** The d occupations are 0.721 for filled and 0.279 for empty orbitals, with $n_T=5$. Equation (2) gives $E=-22.5+5(5-0.721)=-1.10$ eV for the filled orbitals and $+1.10$ eV for the empty ones. Equation (4) turns this separation of 2.2 eV into gap levels at $\mp0.224$ eV. The next electron enters at $\epsilon_5=0.058$ eV, well below the empty eigenvalue, because that level sinks on filling.

**All charge states.** The addition energies are $\pm0.058$, $\pm0.158$, $\pm0.228$, $\pm0.274$ and $\pm0.304$ eV. They are symmetric because $E_d=-(N-1)U/2$ turns (2) into $E_i=U\sum_{j\ne i}(n_j-\frac12)$, which changes sign when filled and empty are exchanged. All ten stay at least 0.196 eV from a band edge, so eleven charge states have a range of Fermi levels in a gap one fifth of $U$. The mean spacing is 0.068 eV, 74 times smaller than $U$.

The largest spacing, 0.115 eV, agrees with the double integral (3). Along that path the mean of $UZ_jZ_k$ is 0.21 eV. Dilution thus reduces $U$ about 24-fold, and the rest of the response by a further factor of 1.8.

From $p=0$ to $p=10$ the d occupation rises only from 4.84 to 5.16. Ten added electrons place 0.31 electron net on the d shell, or 0.031 each. Equation (10) for equal half-filled orbitals gives $Z/[1+(N-1)s]=0.216\times0.1554=0.034$. The remaining charge sits on host orbitals.

**Insensitivity to $E_d$.** For equal orbitals, $\delta E_i=\delta E_d-(N-1)s\,\delta E_i$, so a level moves by $Z\,\delta E_d/[1+(N-1)s]$. For $\delta E_d=2.5$ eV this is 0.084 eV; the computed mean shift of the addition energies is 0.078 eV. Only the mean is close to the estimate: $\epsilon_0$ and $\epsilon_9$ move by 0.044 and 0.032 eV, and the addition energies near midgap move by more than the mean. The unhybridised atom has no addition energy in the gap before the shift and one after it.

**Dependence on $\Delta$.** The spread of the ten addition energies is 0.61, 0.42 and 0.23 eV at $\Delta=3$, 4 and 6 eV. This falls faster than the $1/\Delta$ law above, which describes the midgap interaction of equal orbitals in wide bands and needs $s\ll1\ll(N-1)s$. For $N=10$ these conditions leave no clear range: $s=0.604$ at $\Delta=3$ eV with all gap levels half filled, and once $s$ is small, $(N-1)s$ is no longer large. When $(N-1)s\ll1$ as well, (1) reduces to $UZ^2$, which falls as $1/\Delta^2$.

The energies from (8) for $p=2$, 5 and 9 agree with diagonalisation of discretised bands to about $10^{-10}$ eV. These and the other values are in the numerical output.

## Where the result changes

**Square-root band edges.** If the hybridisation vanishes as a square root at the edges, $\Sigma(\pm g)$ is finite, and a gap level exists only for a finite range of $E_i$. As an example, let the hybridisation be semi-elliptic in each band, vanishing at both of its edges, with the same total coupling per band as before. The addition energies become $\pm0.129$, $\pm0.337$, $\pm0.456$, $\pm0.512$ and $\pm0.537$ eV. Six lie in the gap and four do not. Here $p$ must be read as the number of channels that hold $N_v+1$ electrons, because not every channel keeps a gap level. At $p=1$, 2 and 3 the filled orbitals lie too low to have one: all $N_v+1$ states of such a channel belong to its valence band. By symmetry, the empty orbitals at $p=7$, 8 and 9 have no gap level either.

The value $\epsilon_0=-0.537$ eV means that $p=0$ lies 0.037 eV above $p=1$ with a hole at the valence edge. The states $p=0$ and 1 therefore capture electrons from the valence band, and $p=9$ and 10 release them to the conduction band. Seven charge states, $p=2$ to 8, remain stable in the gap. The largest spacing is 0.26 eV, still 19 times below $U$.

Statement (b) has failed here. For discretised bands the level being filled cannot drop below the top valence level, so a smooth branch would keep $\epsilon_0$ at or above $-g$, up to the discretisation. Refining the bands does not change the printed values. The condition $U|\chi|<1$ must therefore be violated somewhere in this variant. Other self-consistent solutions may then exist; the values above, and the stability statements drawn from them, belong to the solutions reached by starting from the flat-band ones. In this example compression survives the change of edge; the count of eleven does not.

**Weaker hybridisation.** When $U|\chi|$ exceeds 1, the proof no longer excludes several self-consistent solutions for one set of fillings, and it gives no ordering. The condition is sufficient, not shown to be necessary.

**Omitted physics.** The model has no Hund's-rule exchange, crystal field, lattice relaxation or repulsion between electrons on host orbitals. The last omission may matter, because most of the added charge resides there; its effect on the spacings is not computed here. Hartree-Fock also leaves out correlation, and its determinants are not multiplets. The numbers of charge states found here belong to the model; they do not predict those of a particular impurity.

## Numbers as computed

```
Gap: 1.0 eV; outer band edge W: 10.0 eV
U: 5.0 eV; Delta: 3.0 eV; E_d: -22.5 eV
Spin-orbitals: 10
Largest U|chi|: 0.728
Addition energies p=0->1 to 4->5 (eV): -0.304 -0.274 -0.228 -0.158 -0.058
Addition energies p=5->6 to 9->10 (eV): 0.058 0.158 0.228 0.274 0.304
Spacings, first five (eV): 0.0301 0.0458 0.0705 0.1001 0.1151
Spacings, last four (eV): 0.1001 0.0705 0.0458 0.0301
Mean spacing: 0.0676 eV
U / mean spacing: 74.0
Spread of all addition energies: 0.608 eV
Smallest distance to a band edge: 0.196 eV
d electrons at p=0, 5, 10: 4.844 5.000 5.156
p=5, filled and empty orbitals:
  effective energies E_i (eV): -1.103 1.103
  gap levels (eV): -0.224 0.224
  d weight Z of gap level: 0.179 0.179
  d occupation n_i: 0.721 0.279
All gap levels half filled:
  Z: 0.2160; s = U|chi|: 0.6039
  U Z^2: 0.2334 eV
  1/(1-s): 2.524; 1/(1+9s): 0.1554
  U_eff, formula: 0.09155 eV
  U_eff, finite difference: 0.09155 eV
  self term, formula: -0.49757 eV
  self term, finite difference: -0.49757 eV
Spacing E(6)-2E(5)+E(4):
  total energies: 0.115111 eV
  double integral: 0.115111 eV
  dilution alone, mean U Z_j Z_k: 0.2125 eV
Addition energy 3->4, total energies: -0.157670 eV
Addition energy 3->4, filling integral: -0.157670 eV
Largest error against diagonalisation: 6.4e-11 eV
Atomic levels in gap, E_d=-22.5 eV: 0
Atomic levels in gap, E_d=-20.0 eV: 1
First, last level at E_d=-20.0 eV (eV): -0.260 0.336
Mean level shift for 2.5 eV shift of E_d: 0.078 eV
Spread at Delta=3.0 eV: 0.608 eV
Spread at Delta=4.0 eV: 0.418 eV
Spread at Delta=6.0 eV: 0.233 eV
Square-root edges, first five levels (eV): -0.537 -0.512 -0.456 -0.337 -0.129
Square-root edges, last five levels (eV): 0.129 0.337 0.456 0.512 0.537
  levels over 0.02 eV inside the gap: 6
  change from 60 to 90 points per band: 0.0000 eV
```
